# DMT Pull-Off and the JKR Limit Through Tabor's Parameter

## Definitions and conventions

A smooth elastic sphere of radius \(R\) faces an elastic flat at gap \(h\). The traction \(\sigma(h)\) is positive when attractive. The pull \(P\) is positive when it separates the bodies; the load \(F=-P\) is positive in compression. The work of adhesion \(w\) is the work per area needed to separate flat surfaces from their equilibrium gap \(z_0\). For Young's moduli \(E_i\) and Poisson ratios \(\nu_i\),

\[
\frac1{E^*}=\frac{1-\nu_1^2}{E_1}+\frac{1-\nu_2^2}{E_2},\qquad
\mu=\left(\frac{Rw^2}{E^{*2}z_0^3}\right)^{1/3}, \tag{1}
\]

where \(\mu\) is Tabor's parameter. The pull-off force, the largest quasi-static pull, is written \(P_{\max}=k\pi Rw\). The model assumes linear elasticity, small slopes, \(z_0\ll R\), no friction and the traction

\[
\sigma(h)=\frac{8w}{3z_0}\left[\left(\frac{z_0}{h}\right)^3-\left(\frac{z_0}{h}\right)^9\right]. \tag{2}
\]

It vanishes at \(h=z_0\). Integrating each power gives

\[
\int_D^\infty\sigma\,dh=w\left[\frac43\left(\frac{z_0}{D}\right)^2-\frac13\left(\frac{z_0}{D}\right)^8\right], \tag{3}
\]

which equals \(w\) at \(D=z_0\), as the definition requires. The nonretarded dispersion attraction between half-spaces is \(A/(6\pi h^3)\), with \(A\) the Hamaker constant. Equating it to the tail \(8wz_0^2/(3h^3)\) gives

\[
w=\frac{A}{16\pi z_0^2}. \tag{4}
\]

## The rigid sphere

Near its lowest point the sphere has the gap \(h=D+r^2/2R\), so \(r\,dr=R\,dh\). Summing the traction over rings and using (3),

\[
P(D)=2\pi\int_0^\infty\sigma r\,dr
=2\pi Rw\left[\frac43\left(\frac{z_0}{D}\right)^2-\frac13\left(\frac{z_0}{D}\right)^8\right]. \tag{5}
\]

Since \(dP/dD=-2\pi R\sigma(D)\), the pull is stationary at \(D=z_0\). It rises with \(D\) before that point and falls after it, so the maximum is

\[
P_{\max}=2\pi Rw,\qquad k=2. \tag{6}
\]

The sphere touches at one point, yet the force is finite because the attraction acts over a ring-shaped region of radius about \(\sqrt{Rz_0}\).

## Elastic contact pressures

The starting law of elasticity is that a unit normal point force changes the separation of the two surfaces by \(1/(\pi E^*\rho)\) at distance \(\rho\). For a pressure \(p\), positive in compression, the surfaces are pushed apart by

\[
u(\mathbf r)=\frac1{\pi E^*}\int\frac{p(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^2r'. \tag{7}
\]

In polar coordinates about \(\mathbf r\), the area element \(\rho\,d\rho\,d\phi\) cancels the denominator. The integral becomes a sum over chords of the contact disk of radius \(a\). A chord through an interior point has half-length \(c\), with \(c^2=a^2-r^2\sin^2\phi\). At distance \(t\) from its midpoint, \(a^2-r'^2=c^2-t^2\).

For the Hertz pressure \(p_H=(2E^*/\pi R)\sqrt{a^2-r^2}\), each chord gives \(\int_{-c}^{c}\sqrt{c^2-t^2}\,dt=\pi c^2/2\). Hence

\[
u_H=\frac{2}{\pi^2R}\int_0^\pi\frac{\pi}{2}(a^2-r^2\sin^2\phi)\,d\phi
=\frac{a^2}{R}-\frac{r^2}{2R}. \tag{8}
\]

This closes the parabolic gap when the bodies approach by \(a^2/R\). The load is

\[
F_H=2\pi\int_0^a p_Hr\,dr=\frac{4E^*a^3}{3R}. \tag{9}
\]

For the punch pressure \(p_P=E^*\Delta/(\pi\sqrt{a^2-r^2})\), each chord gives \(\int_{-c}^{c}dt/\sqrt{c^2-t^2}=\pi\). The displacement is therefore uniform, \(u_P=\Delta\), and the load is \(F_P=2E^*a\Delta\).

## The DMT limit

The DMT picture keeps the Hertz shape and adds the attraction outside the contact. An exterior point sees chords only for \(|\phi|<\phi_0=\arcsin(a/r)\). The integral in (8), taken over this range, gives

\[
u_H=\frac{(2a^2-r^2)\phi_0+a\sqrt{r^2-a^2}}{\pi R}.
\]

Adding \(z_0+r^2/2R-a^2/R\) and using \(\pi/2-\phi_0=\arccos(a/r)\),

\[
h=z_0+\frac{a\sqrt{r^2-a^2}+(r^2-2a^2)\arccos(a/r)}{\pi R}. \tag{10}
\]

Differentiation gives

\[
R\frac{dh}{dr}=\frac2\pi\left[r\arccos\frac ar+\frac ar\sqrt{r^2-a^2}\right]
= r-\frac{4a^3}{3\pi r^2}+\cdots\quad(r\gg a). \tag{11}
\]

Let \(\alpha=a/\sqrt{Rz_0}\). Most of the attraction comes from \(r\sim\sqrt{Rz_0}\), where (11) makes \(r\,dr\) differ from \(R\,dh\) by a relative amount of order \(\alpha^3\). Near the contact edge the gap is within order \(a^2/R\) of \(z_0\), where \(\sigma\) is nearly zero; that region contributes at order \(\alpha^4\). Thus the attraction is \(2\pi Rw[1+O(\alpha^3)]\), and

\[
\frac{P}{2\pi Rw}=1+O(\alpha^3)-\frac{2\alpha^3}{3\pi\mu^{3/2}}. \tag{12}
\]

The last term is (9) divided by \(2\pi Rw\), with \(E^*z_0^{3/2}/(w\sqrt R)=\mu^{-3/2}\). As \(\mu\to0\), its coefficient grows without limit, while the gain in attraction has a fixed coefficient. The largest pull therefore occurs as \(a\to0\), and it is (6). This is the DMT pull-off force.

## How stiff is stiff?

Equation (12) ignores the deformation caused by the attraction itself. To measure it, set \(h=z_0H\), \(r=x\sqrt{Rz_0}\) and \(s=\sigma z_0/w\). Attraction draws the surfaces together, so (7) gives

\[
H=H_0+\frac{x^2}{2}-mU(x),\quad
U=\frac1\pi\int\frac{s(H)}{|\mathbf x-\mathbf x'|}\,d^2x',\quad m=\mu^{3/2}. \tag{13}
\]

The factor \(m\) arises as \((w/z_0)\sqrt{Rz_0}/(E^*z_0)=w\sqrt R/(E^*z_0^{3/2})\). It compares the adhesive deformation with the range of the force. A small \(\mu\) means that the surfaces hardly move within that range.

The scaled pull is \(f(H_0,m)=P/(2\pi Rw)=\int_0^\infty s(H)x\,dx\). At \(m=0\) its maximum lies at \(H_0=1\), where \(\partial f/\partial H_0=0\). A small shift of the maximum thus has no first-order effect, and

\[
\frac{df_{\max}}{dm}\bigg|_0=-\int_0^\infty\frac{ds}{dH}\,Ux\,dx
=-\int_0^\infty\frac{ds}{dx}U\,dx
=\int_0^\infty s\frac{dU}{dx}\,dx. \tag{14}
\]

The second form uses \(dH/dx=x\). The third is integration by parts; the boundary terms vanish because \(s=0\) at \(H=1\) and at infinity. Calling the result \(-c\),

\[
k=2\left(1-c\,\mu^{3/2}\right)+\cdots. \tag{15}
\]

To evaluate \(c\), note that the two-dimensional Fourier transform of \(1/\rho\) is \(2\pi/q\). With \(S(q)=\int_0^\infty sxJ_0(qx)\,dx\), this gives \(U=2\int_0^\infty S J_0(qx)\,dq\). Since \(J_0'=-J_1\),

\[
c=2\int_0^\infty qS(q)\left[\int_0^\infty sJ_1(qx)\,dx\right]dq=0.516. \tag{16}
\]

A direct solution of (13) at small \(m\), on the ring grid used below, gives 0.519; the difference is grid error. The positive sign shows that elasticity lowers the force from the DMT value.

## The JKR limit

In the soft limit the attraction is confined to the contact and its edge. It is represented by an energy gain \(w\) per contact area. For approach \(\delta\), the Hertz solution supplies \(a^2/R\) and the punch supplies \(\Delta=\delta-a^2/R\). The load is

\[
F=\frac{4E^*a^3}{3R}+2E^*a\left(\delta-\frac{a^2}{R}\right)
=2E^*a\delta-\frac{2E^*a^3}{3R}. \tag{17}
\]

The elastic energy follows from a two-part path. Hertz loading to radius \(a\) stores \(\int F_H\,d(a^2/R)=8E^*a^5/(15R^2)\). Changing the approach to \(\delta\) at fixed \(a\) adds the integral of (17):

\[
E^*a\left(\delta^2-\frac{a^4}{R^2}\right)-\frac{2E^*a^3}{3R}\left(\delta-\frac{a^2}{R}\right).
\]

Since \(8/15-1+2/3=1/5\), the sum is

\[
U_E=E^*\left(a\delta^2-\frac{2a^3\delta}{3R}+\frac{a^5}{5R^2}\right). \tag{18}
\]

At fixed \(\delta\) the contact radius makes \(U_E-\pi a^2w\) stationary:

\[
E^*\left(\delta-\frac{a^2}{R}\right)^2=2\pi aw,\qquad
\delta=\frac{a^2}{R}-\sqrt{\frac{2\pi aw}{E^*}}. \tag{19}
\]

The negative root gives tension at the edge, as adhesion requires. Substitution into (17) yields

\[
F=\frac{4E^*a^3}{3R}-\sqrt{8\pi wE^*a^3}. \tag{20}
\]

With \(y=a^{3/2}\), this is a quadratic in \(y\). Its derivative vanishes at \(y=3R\sqrt{8\pi wE^*}/(8E^*)\), so

\[
a_c^3=\frac{9\pi wR^2}{8E^*},\qquad
F_{\min}=-\frac{3R}{16E^*}(8\pi wE^*)=-\frac32\pi Rw. \tag{21}
\]

Thus \(k=3/2\). The modulus sets the contact radius but cancels from the force.

The condition for this limit follows from the edge stress. At distance \(\rho\ll a\) inside the edge, the punch part has tensile magnitude \(\sqrt{E^*w/(\pi\rho)}\). It reaches the adhesive scale \(w/z_0\) at \(\rho\sim E^*z_0^2/(\pi w)\). From (21), \(a_c=(9\pi/8)^{1/3}\mu^{1/2}\sqrt{Rz_0}\), hence

\[
\frac{\rho}{a_c}\sim0.21\,\mu^{-2}. \tag{22}
\]

The edge zone is narrow when \(\mu\) is large, and JKR then applies.

## Between the limits

The gap equation (13) was solved on rings of uniform traction, following the contact branch to its greatest pull:

| \(\mu\) | \(k\) |
|---|---|
| 0.042 | 1.991 |
| 0.10 | 1.969 |
| 0.30 | 1.870 |
| 1.0 | 1.671 |
| 3.0 | 1.551 |
| 5.2 | 1.524 |

A coarser grid changed \(k\) by less than 0.003. For these values the prefactor falls smoothly from near DMT towards JKR. The ratio of the limits is \(2/(3/2)=4/3\) at fixed \(R\) and \(w\). At \(\mu=1\) neither limit is accurate: DMT is 20% above the solved force and JKR is 10% below it.

## Particles left after polishing

Consider a silica abrasive and a piece of polyurethane pad debris on an oxide wafer in water. The inputs are rough typical values: \(A=0.050\) eV, \(z_0=0.20\) nm, radii of 50 nm for silica and 1000 nm for the debris, and moduli of 70 and 0.10 GPa. The Poisson ratios are 0.17 and 0.4. Both particles are given the same \(A\) and \(z_0\), a simplification that holds \(w\) fixed. Equation (4) gives

\[
w=\frac{0.050\ \mathrm{eV}}{16\pi(0.20\ \mathrm{nm})^2}=3.98\ \mathrm{mJ/m^2}.
\]

The contact moduli are 36.0 GPa for silica on oxide and 0.119 GPa for the pad debris. For silica,

\[
\mu=\left[\frac{(50\times10^{-9})(3.984\times10^{-3})^2}
{(36.04\times10^9)^2(0.20\times10^{-9})^3}\right]^{1/3}=0.042,
\]

with all quantities in SI units. The same formula gives 5.2 for the debris. The silica particle is in the DMT regime:

\[
P_{\max}=2\pi(50\ \mathrm{nm})(3.984\ \mathrm{mJ/m^2})=1.25\ \mathrm{nN}.
\]

The solved force is also 1.25 nN, lower by about 0.45%, in agreement with (15). The JKR formula would give 0.94 nN. In (12), a contact with \(\alpha=0.3\) raises the attraction by 1.8%, but the Hertz load cuts the net pull to 0.36 of the DMT value. This is why the stiff sphere detaches from a vanishing contact.

For the debris, JKR gives \(1.5\pi Rw=18.8\) nN, against 19.1 nN solved and 25.0 nN from DMT. Its JKR contact radius at pull-off is 49 nm, small beside \(R\). The peak adhesive traction, 20 MPa, is however a fifth of the pad's Young's modulus, so linear elasticity is only approximate near the contact edge. The debris is held more strongly than the silica because its radius is 20 times larger; its softness lowers the prefactor.

## What real surfaces change

Smoothness is the assumption whose failure moves the silica result most among the effects sized here. Let a rigid asperity of height and radius 1 nm touch first. Adding (5) for the asperity to (5) for the main sphere, held 1 nm farther away, leaves 0.057 of the smooth force, about 0.07 nN. This is an order-of-magnitude estimate, since \(z_0\) is not very small beside 1 nm.

Whether adhesion can flatten gentler, longer-wave roughness depends on stiffness and wavelength. By the transform used for (16), a traction of wavenumber \(q\) and amplitude \(p_0\) gives a displacement amplitude \(\ell=2p_0/(E^*q)\). The mean stored energy per area is \(p_0\ell/4=E^*q\ell^2/8\). For \(\ell=1\) nm and a wavelength of 100 nm, this is \(71w\) for silica and \(0.23w\) for the debris. On extended surfaces, adhesion could pay for full conformity in the second case, but not in the first. These particles meet only a small part of such a surface. The debris contact is about one wavelength across. The silica interaction zone, about 3 nm in radius, mainly feels the local curvature of the wave, which for a one-dimensional wave changes the smooth force by about a tenth at a crest or trough. A wave with the same curvature in both directions changes it by about a fifth.

Like-charged surfaces also repel. For a 1:1 salt of number density \(n\), inverse screening length \(\kappa\) and surface potential \(\psi\), Poisson–Boltzmann theory gives an isolated surface the charge density \((4ne/\kappa)\sinh(e\psi/2k_BT)\). At constant potential its free energy is minus the integral of this charge over potential. Bringing two such surfaces into contact removes both layers and costs

\[
W=\frac{16nk_BT}{\kappa}\left[\cosh\frac{e\psi}{2k_BT}-1\right]. \tag{23}
\]

At 10 mM, 50 mV and 298 K, \(W=0.62\) mJ/m², or 16% of \(w\). The screening length, 3.0 nm, is much longer than \(z_0\), so at constant potential the pull-off force falls by roughly the same fraction. The estimate depends on this boundary condition: if the surfaces instead keep their isolated charge, bringing them to the gap \(z_0\) costs about \(0.5w\). Charge-regulating oxide surfaces lie between the two cases.

Thermal motion matters under a steady load. Without a load, the rigid sphere rests where (5) vanishes, at \(D=4^{-1/6}z_0=0.794z_0\). Integrating (5) from there to infinity gives the well depth \((8/7)4^{1/6}\,2\pi Rwz_0=1.44(2\pi Rwz_0)\), or \(88k_BT\) for silica treated as rigid; elastic relaxation deepens it to about \(89k_BT\). The part beyond \(z_0\) is \((9/7)2\pi Rwz_0\), or \(78k_BT\), which is the value listed in the numerical output. A dead load of 0.38 of the DMT force lowers the escape barrier to \(20k_BT\). Slow detachment can therefore occur below the quasi-static maximum; its rate also needs an attempt frequency, which this model does not supply.

Hydration forces, chemical bonds, viscoelasticity and liquid drag are left out. The value of \(w\) is itself uncertain: at fixed \(A\) it varies as \(z_0^{-2}\), and \(\mu\) as \(z_0^{-7/3}\). The forces above are references for smooth contacts, and do not by themselves predict cleaning yield. The numerical output lists the inputs and the main results.

## Values computed for the example and the checks

```
Hamaker constant: 0.050 eV
Equilibrium gap z0: 0.20 nm
Work of adhesion w: 3.984 mJ/m2
Peak adhesive traction: 20.45 MPa
Silica modulus, Poisson ratio: 70.0 GPa, 0.17
Pad modulus, Poisson ratio: 0.10 GPa, 0.4
Silica sphere radius: 50.0 nm
Pad debris radius: 1000.0 nm
Contact modulus, silica pair: 36.042 GPa
Contact modulus, pad-silica: 0.1189 GPa
Tabor parameter, silica: 0.0424
Tabor parameter, pad: 5.198
JKR prefactor from energy: 1.50000
Solved prefactor k at mu=0.0424: 1.9910
Solved prefactor k at mu=0.1000: 1.9690
Solved prefactor k at mu=0.3000: 1.8702
Solved prefactor k at mu=1.0000: 1.6706
Solved prefactor k at mu=3.0000: 1.5510
Solved prefactor k at mu=5.1984: 1.5245
Largest k change between grids: 0.00223
First elastic coefficient c: 0.5161
Coefficient c from gap solver: 0.5193
First-order k for silica: 1.9910
Hertz-gap attraction/(2piRw), a=0.1: 1.00124
Hertz-gap attraction/(2piRw), a=0.3: 1.01836
Silica net pull/(2piRw), a=0.1: 0.97696
Silica net pull/(2piRw), a=0.3: 0.36277
Silica DMT force: 1.2517 nN
Silica JKR formula, outside its regime: 0.9388 nN
Silica solved force: 1.2461 nN
Pad DMT formula, outside its regime: 25.034 nN
Pad JKR force: 18.776 nN
Pad solved force: 19.082 nN
Pad JKR pull-off contact radius: 49.12 nm
Silica central elastic shift: 3.699 pm
Asperity height and radius: 1.0 nm
Rough/smooth silica force: 0.0572
Temperature: 298.0 K
Salt, surface potential: 10.0 mM, 50.0 mV
Water relative permittivity: 78.5
Screening length: 3.041 nm
Double-layer energy: 0.6179 mJ/m2
Double-layer energy/w: 0.1551
Silica zero-load well depth/kT: 78.23
Dead load/DMT force at 20 kT barrier: 0.3752
Finite-sphere attraction ratio: 0.99601
Waviness amplitude: 1.0 nm
Waviness wavelength: 100.0 nm
Silica conforming energy/w: 71.047
Pad conforming energy/w: 0.2343
```
